# Peltier heat over a ballistic two-dimensional barrier and its release in contacts, part 2

Electrons of charge $-e$ cross a barrier with top $E_b$ in a two-dimensional channel. Source and drain have a common temperature $T$, Fermi functions $f_S,f_D$ and Fermi levels $\mu_S$ and $\mu_D=\mu_S-eV$. The potential energy is $U(x)$. The motion is classical and, by assumption A2, free of collisions between the contacts. The number and total energy fluxes per unit width are

$$J=\frac2h\int_{E_b}^\infty M(E)\,(f_S-f_D)\,dE,\qquad J_E=\frac2h\int_{E_b}^\infty E\,M(E)\,(f_S-f_D)\,dE, \tag{3}$$

$$M(E)=\frac{g_v\sqrt{2m(E-E_b)}}{\pi\hbar}. \tag{4}$$

Here $g_v$ is the valley degeneracy and $m$ the mass across the flow. Part (c) of the theorem, already proved, says that $J_E$ is constant along the channel and the lattice there receives no heat. Each electron takes the heat $q_S$ from the source and brings $q_D$ to the drain:

$$q_S=\frac{J_E}{J}-\mu_S,\qquad q_D=\frac{J_E}{J}-\mu_D=q_S+eV. \tag{1}$$

Let $\varepsilon=E-E_b$, $\eta=(\mu_S-E_b)/kT$ and

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{u^j\,du}{1+e^{u-\eta}}.$$

In saturation, $q_S$ is the mean $\varepsilon$ of the crossing electrons minus $\mu_S-E_b$, and it turns negative above $\eta^*=2.336$. At small bias,

$$q_S\to kT\left[\frac32\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}-\eta\right]. \tag{6}$$

Part (d) remains to be proved: the excess energy flux decays exponentially in each contact, and for equal contacts with bulk Peltier heat $q_c$ the lattice receives $q_c-q_S$ per electron in the source and $q_D-q_c$ in the drain.

Assumption A4 gives the contacts energy-independent elastic and inelastic scattering lengths $\lambda_e,\lambda_i$. They are long, have many more modes than the channel, and their own potential drop is small against $kT/e$.

The drain occupies $x>0$. Per unit width and energy, $F_+$ and $F_-$ are the number fluxes away from the channel and back towards it, $i=F_+-F_-$ and $s=(F_++F_-)/2$. With $M_c(E)$ contact modes per width, $\mathcal M=(2/h)M_c$. The local Fermi function $f_{\rm loc}$ has the lattice temperature and Fermi level $\mu(x)$. Then

$$i'=-\frac2{\lambda_i}\,(s-\mathcal M f_{\rm loc}),\qquad s'=-a\,i,\qquad a=\frac1{\lambda_e}+\frac1{2\lambda_i}. \tag{10}$$

### Lemma 3: relaxation of the spectrum

Let $w=-\partial f/\partial E$ at $\mu_D$ and $G=\int\mathcal M w\,dE$. Then

$$i(x,E)=i_\infty+(i_0-i_\infty)e^{-x/\ell},\qquad i_\infty=\frac{J\mathcal M w}{G},\qquad \frac1{\ell^2}=\frac{2a}{\lambda_i}, \tag{11}$$

where $i_0(E)$ is the spectrum delivered by the channel.

*Proof.* Differentiate the first equation of (10) and insert the second. Since $f_{\rm loc}$ depends on $E-\mu(x)$, its derivative along $x$ is $w\mu'$. The small potential drop of A4 allows $w$ to be taken at $\mu_D$. This gives

$$i''=\frac{i}{\ell^2}+\frac2{\lambda_i}\,\mathcal M w\,\mu'. \tag{12}$$

Inelastic collisions change energies but not the number of electrons, so $\int i\,dE=J$ at every $x$. Integrating (12) over energy gives $0=J/\ell^2+2G\mu'/\lambda_i$, and therefore

$$\mu'=-\frac{\lambda_iJ}{2G\ell^2}, \tag{13}$$

a constant. Put back into (12), it yields $i''=(i-i_\infty)/\ell^2$. The solution that stays bounded far inside the contact and equals $i_0$ at its edge is (11). $\square$

### Proof of (d)

The bulk spectrum $i_\infty$ carries the mean energy $\mu_D+q_c$, with

$$q_c=\frac{\int(E-\mu_D)\mathcal M w\,dE}{\int\mathcal M w\,dE}.$$

This is the contact's own Peltier heat. The entering spectrum carries $\mu_D+q_D$ by (1). Multiplying (11) by $E$ and integrating gives the energy flux, and its loss is the heat given to the lattice per unit length and width:

$$J_E(x)=J\left[\mu_D+q_c+(q_D-q_c)e^{-x/\ell}\right],\qquad -J_E'=\frac{J(q_D-q_c)}{\ell}\,e^{-x/\ell}. \tag{14}$$

The integral over the drain is $J(q_D-q_c)$. In the source, $x<0$ is measured from its edge, and the bounded solution has $e^{x/\ell}$ with $q_S$ and $\mu_S$ in place of $q_D$ and $\mu_D$. There $-J_E'=-J(q_S-q_c)e^{x/\ell}/\ell$, with integral $J(q_c-q_S)$. The two add up to $J(q_D-q_S)=JeV$, the whole electrical power. $\square$

The Peltier heat thus moves energy from one contact to the other without changing the total. The source lattice changes from cooling to heating at $q_S=q_c$. Since $q_c$ is positive when the contact modes grow with energy, this happens at a smaller $\eta$ than $\eta^*$.

### Lemma 4: losing one phonon at a time

The model above lets one inelastic collision restore equilibrium. A hot electron that emits phonons of energy $\hbar\omega_0$ needs many. Suppose that each inelastic collision emits one phonon and randomizes the direction, with $\lambda_e$ and $\lambda_i$ unchanged. Suppose also that the barrier sends no electrons back to the source. Then the mean square depth of the first $N$ emissions is

$$\overline{x^2}=(N+1)\,\ell^2. \tag{15}$$

*Proof.* Let $s_n$ and $i_n$ describe electrons that have emitted $n$ phonons. They are lost at the rate $2s_n/\lambda_i$ per length and supplied at $2s_{n-1}/\lambda_i$, half in each direction, with $s_{-1}=0$. Hence $i_n'=-(2/\lambda_i)(s_n-s_{n-1})$ and $s_n'=-ai_n$, which combine to

$$\ell^2s_n''=s_n-s_{n-1}.$$

For $n\ge1$ no net flux crosses the edge, so $s_n'(0)=0$, and integration over $x$ gives $\int s_n\,dx=\int s_{n-1}\,dx$. Multiply by $x^2$ and integrate by parts twice. The boundary terms vanish, and

$$2\ell^2\int_0^\infty s_n\,dx=\int_0^\infty x^2(s_n-s_{n-1})\,dx .$$

Emission number $n+1$ occurs with density proportional to $s_n$, so its mean square depth exceeds that of the previous emission by $2\ell^2$. For $n=0$, $s_0\propto e^{-x/\ell}$ and the value is $2\ell^2$. Emission $n+1$ therefore has $2(n+1)\ell^2$, and the average over $n=0,\dots,N-1$ is $(N+1)\ell^2$. $\square$

### A silicon example

The parameters are rough typical values for a thin n-channel silicon transistor at 300 K. The film is 3 nm thick, and the lowest subband has $g_v=2$ and $m=0.19\,m_e$. The distance from barrier top to drain is $L=15$ nm, and $V=0.6$ V. The heavily doped contacts are 30 nm thick with $\mu-E_c=0.15$ eV, where $E_c$ is their band bottom. They have $\lambda_e=5$ nm, $\lambda_i=15$ nm and $\hbar\omega_0=60$ meV.

For a bulk-like contact, the modes per valley and area are the transverse states inside an ellipse, $\sqrt{m_ym_z}\,(E-E_c)/(2\pi\hbar^2)$. With $M_c\propto E-E_c$ and $\eta_c=(\mu-E_c)/kT$, integration by parts gives

$$q_c=2kT\,\frac{F_1(\eta_c)}{F_0(\eta_c)}-(\mu-E_c)=14.6\ \text{meV}.$$

This value depends on the energy-independent lengths of A4. The bulk spectrum is proportional to $\mathcal M w/a$, and if $1/a$ grows as $E-E_c$ or as its square, as it tends to for impurity scattering, $q_c$ becomes 27 or 39 meV. The source heats below rise, and the drain heats fall, by the same shift.

Two gate states are compared at the same bias and temperature.

**Weakly on.** The barrier top lies 150 meV above $\mu_S$. The mean energy above the top is 38.8 meV, which is $\tfrac32kT$, so $q_S=150+38.8=188.8$ meV. The current $eJ$ is $1.22\times10^{-3}$ mA/µm. The source lattice receives $14.6-188.8=-174.2$ meV per electron and is cooled. The drain receives $788.8-14.6=774.2$ meV, more than $eV$. The powers are $-0.21$ and $0.95$ µW/µm.

**On.** The barrier top lies 100 meV below $\mu_S$, so $\eta=3.87$, beyond $\eta^*$. The mean energy above the top is 77.4 meV and $q_S=77.4-100=-22.6$ meV. At small bias, with the same barrier, (6) would give $+12.6$ meV. The current is 2.53 mA/µm. The source lattice receives $14.6+22.6=37.2$ meV per electron, or 94 µW/µm. The drain receives $577.4-14.6=562.8$ meV, or 1.42 mW/µm. Their sum is 600 meV, as it must be.

The relaxation length follows from

$$\ell=\left[\frac2{15}\left(\frac15+\frac1{30}\right)\right]^{-1/2}\text{nm}=5.67\ \text{nm}.$$

The exponential profile has a root-mean-square depth of $\sqrt2\,\ell=8.0$ nm. In the on state, 562.8 meV suffices for nine whole phonons of 60 meV, and (15) gives $\sqrt{10}\,\ell=17.9$ nm. The single-collision model therefore places the heat too close to the channel by about a factor of two, relative to the cascade. The total is the same in both, apart from the last fraction of a phonon.

### What the model neglects

**Phonon emission in the channel.** If the contact value of $\lambda_i$ also holds there, an electron emits about $L/\lambda_i=1$ phonon on its way. By number of collisions this channel is not ballistic. By heat it nearly is, since one phonon takes 60 meV out of 600, about 10 %. Part (c) holds approximately when $(L/\lambda_i)\hbar\omega_0\ll eV$ and few electrons return over the top. This estimate ignores the threshold for emission near the top and the longer paths of scattered electrons. If each emission randomizes the direction and no electron returns over the top or from the drain, the number rises to $L/\lambda_i+\tfrac12(L/\lambda_i)^2=1.5$ and the share to 15 %.

**Backscattering near the top.** Take $U$ as a parabola that falls by 650 meV over $L$ in the on state. It falls by $kT$ within $L\sqrt{25.85/650}=3.0$ nm. In an elastic layer of thickness $d$ and scattering length $\lambda$, $i$ is constant and both fluxes fall by $i\,d/\lambda$. If nothing enters from the far side, $F_-(0)=i\,d/\lambda$ and $F_+(0)=i(1+d/\lambda)$, so the share $d/(\lambda+d)$ is returned. With $d=3.0$ nm and $\lambda=15$ nm this is 17 %, and the current drops by this share at a fixed barrier. Ending the layer where the potential has fallen by $kT$ is a rule of thumb for a Boltzmann stream. In the on state the mean energy above the top is three times $kT$, so electrons scattered elastically at greater depth can still climb back, and the loss can be considerably larger. The heat per electron does not change if $d$ and $\lambda$ are the same for all energies. In the parabola faster electrons can return from greater depth, which lowers $q_S$ by a few meV in the on state.

**Tunnelling.** An inverted parabola with curvature frequency $\omega_b$ transmits the fraction $1/(1+e^{-2\pi\epsilon/\hbar\omega_b})$ at longitudinal energy $\epsilon$ from its top. This established result also contains reflection above the top. For a Boltzmann distribution the flux is proportional to

$$\int_{-\infty}^{\infty}\frac{e^{-\beta\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/\hbar\omega_b}}=\frac{\hbar\omega_b}{2\sin(\beta\hbar\omega_b/2)},\qquad \beta=\frac1{kT}<\frac{2\pi}{\hbar\omega_b}.$$

Minus the logarithmic derivative with respect to $\beta$ is the mean longitudinal energy, $(\hbar\omega_b/2)\cot(\beta\hbar\omega_b/2)$, which lies below the classical $kT$. Numerical integration with Fermi functions, from the source band bottom upwards, raises the weak current by 23 % and lowers $q_S$ by 11 meV. In the on state the changes are below 1 % and about $-1$ meV. The parabola is least certain on the source side.

**Bands and temperature.** The next subbands of the 3 nm film, treated as a hard-walled well, lie 136 and 174 meV higher. Summed with the mass across the flow for each valley, they raise the on current by 6.5 % and $q_S$ by 7.0 meV. Nonparabolicity, with $\varepsilon$ in (4) replaced by $\varepsilon(1+\alpha\varepsilon)$ and a rough $\alpha=0.5$ eV$^{-1}$, adds 0.5 meV. Operation at 360 K with $E_b-\mu_S$ held fixed adds 6.4 meV. Simple addition of these shifts and that of tunnelling to the on value gives $q_S\approx-10$ meV. The effects are not independent, however, because the higher subbands fill more strongly at the higher temperature. Taken together in one integral, they give about $-16$ meV at 300 K and $-4$ meV at 360 K. These values rest on the hard wall, which overstates the subband spacing. With a finite oxide barrier of 3.1 eV and an oxide mass of $0.5\,m_e$, the next subbands lie only about 122 and 96 meV higher. They then raise the on current by about 50 % and $q_S$ by about 22 meV, and the combined value becomes about $-1$ meV at 300 K and $+10$ meV at 360 K. The negative sign of $q_S$ in the on state is therefore a result of the single-subband model and is not established for a real 3 nm silicon film.

**Finite contacts.** By (10) and (11), with $i_\infty$ dropped, the flux that the contact sends to the channel deviates from equilibrium by $i_0(\lambda_i/\ell-1)/2$. The channel accepts the fraction $M/M_c$ of this. In the source, at the mean crossing energy, this rough estimate is about 2 % of the flux. There $i_\infty$ is about $0.8\,i_0$ and offsets much of it. With $i_\infty$ included, the total current changes by about 1 %, when $\mu_S$ is taken at the edge of the contact. Equation (13) gives a drop of 2.2 mV over one length $\ell$, small against $kT/e=25.9$ mV. A contact of length $5\ell$ drops about 11 mV, so A4 holds only roughly over the whole contact in the on state. Referred to the Fermi level at the far end of such a contact, the current at a fixed barrier is about 12 % lower.

### The model beside real transistors

On-currents of short silicon transistors are roughly 1 mA/µm. The value of 2.5 mA/µm is high because it belongs to a collision-free channel with a strongly lowered barrier and no series resistance. The 3 nm film is at the thin end of practical films. Even there the higher subbands carry a large share of the on current once the oxide barrier is taken as finite, and a thicker film has still closer subbands, so the single-subband value of $q_S$ in the on state is not reliable for silicon. Real channels break A2 most clearly. For the numbers used here, elastic backscattering lowers the current by at least about 17 %, and phonon emission moves roughly 10 to 15 % of the heat into the channel. Real contacts also heat up, and their scattering lengths depend on energy. The depth of 18 nm is therefore a scale for the hot region and not a prediction for a given device. In the collision-free model, the heat per electron and its division between the contacts do not depend on the channel length at fixed bias and barrier height. When phonon emission in the channel is included, a shorter channel leaves more of the heat to the drain.
